# Why Kelvin Resistance Times Contact Area Can Overstate Contact Resistivity: a numerical check

```python
"""
Cross-bridge Kelvin resistor: a contact narrower than its diffusion tap.
Result under test: R_K = r/A + R_flow. For a gap d > 0 around the contact,
R_K stays above a positive floor R_0 as r -> 0, and for d << W
R_0 = c Rs (d/W)^2, c = pi/(2 K^2), K = integral_0^(pi/2) sqrt(sin p) dp.
Symbols: W tap width, d gap, A contact area, Rs sheet resistance,
r contact resistivity, R_K tap voltage / current, R_flow sheet contribution.
The sheet equation is solved with bilinear finite elements; the metal is at 0.
Internal units: nm, ohm, ohm nm^2 (1 ohm cm^2 = 1e14 ohm nm^2).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

CM2 = 1e14  # nm^2 in one cm^2


def graded_nodes(breaks, h_min, growth):
    """Mesh lines refined geometrically toward every break point."""
    points = [breaks[0]]
    for a, b in zip(breaks[:-1], breaks[1:]):
        if b - a < 1e-9:
            continue
        half = (b - a) / 2
        n = int(np.ceil(np.log(1 + (growth - 1) * half / h_min)
                        / np.log(growth)))
        n = max(n, 2)
        s = half * (growth ** np.arange(n + 1) - 1) / (growth ** n - 1)
        points.extend(a + s[1:])
        points.extend(b - s[::-1][1:])
    return np.array(points)


def edge_weights(coords):
    """Weights of the mean of a piecewise linear function on an edge."""
    h = np.diff(coords)
    w = np.zeros(len(coords))
    w[:-1] += h / 2
    w[1:] += h / 2
    return w / h.sum()


def kelvin(width, gaps, sheet, rho, tap="top", growth=1.2, cut=False):
    """Unit-current solution. gaps = (left, right, bottom, top).
    rho = 0 means a perfect contact. cut removes the corner square of sheet
    between the current-side gap and the voltage tap, and one mesh cell above
    it so that the two arms do not share a node at their common corner."""
    left, right, bottom, top = gaps
    arm = 2.0 * width
    positive = [g for g in gaps if g > 0]
    h_min = min(positive) / 100 if positive else width / 600
    xb = [-arm, 0.0, left, width - right, width]
    yb = [0.0, bottom, width - top, width]
    if tap == "top":
        yb.append(width + arm)
    else:
        xb.append(width + arm)
    x = graded_nodes(xb, h_min, growth)
    y = graded_nodes(yb, h_min, growth)
    nx, ny = len(x), len(y)
    cx, cy = np.meshgrid((x[1:] + x[:-1]) / 2, (y[1:] + y[:-1]) / 2)
    inside = (cy < width) | (cx > 0)
    if cut:
        inside &= ~((cx > 0) & (cx < left)
                    & (cy > width - top) & (cy < width))
        corner_x = np.argmin(np.abs(x))
        corner_y = np.argmin(np.abs(y - width))
        inside[corner_y, corner_x] = False
    contact = ((cx > left) & (cx < width - right)
               & (cy > bottom) & (cy < width - top))
    iy, ix = np.nonzero(inside)
    base = ix + nx * iy
    conn = np.stack([base, base + 1, base + nx, base + nx + 1], axis=1)
    hx, hy = np.diff(x)[ix], np.diff(y)[iy]
    k1 = np.array([[1.0, -1.0], [-1.0, 1.0]])
    m1 = np.array([[2.0, 1.0], [1.0, 2.0]]) / 6
    stiff = ((hy / hx)[:, None, None] * np.kron(m1, k1)
             + (hx / hy)[:, None, None] * np.kron(k1, m1))
    in_contact = contact[iy, ix]
    mass = (hx * hy * in_contact)[:, None, None] * np.kron(m1, m1)
    rows = np.repeat(conn, 4, axis=1).ravel()
    cols = np.tile(conn, (1, 4)).ravel()
    size = nx * ny
    K = coo_matrix((stiff.ravel(), (rows, cols)), shape=(size, size)).tocsr()
    M = coo_matrix((mass.ravel(), (rows, cols)), shape=(size, size)).tocsr()

    source, sense = np.zeros(size), np.zeros(size)
    jy = np.nonzero(y <= width + 1e-7)[0]
    source[nx * jy] = edge_weights(y[jy])
    if tap == "top":
        jx = np.nonzero(x >= -1e-7)[0]
        sense[jx + nx * (ny - 1)] = edge_weights(x[jx])
    else:
        sense[nx - 1 + nx * jy] = edge_weights(y[jy])

    contact_nodes = np.unique(conn[in_contact])
    free = np.unique(conn)
    matrix = K / sheet
    if rho > 0:
        matrix = matrix + M / rho
    else:
        free = np.setdiff1d(free, contact_nodes)
    lu = splu(matrix[free][:, free].tocsc(), permc_spec="MMD_AT_PLUS_A")
    u, v = np.zeros(size), np.zeros(size)
    u[free] = lu.solve(source[free])
    v[free] = lu.solve(sense[free])
    area = (width - left - right) * (width - bottom - top)
    out = {"RK": sense @ u, "area": area, "R_source": source @ u,
           "mean": (M @ u).sum() / area, "u_max": u[contact_nodes].max()}
    if rho > 0:
        out["slope"] = u @ (M @ v) / rho ** 2
        out["flow"] = out["RK"] - rho / area
    return out


# ---------- inputs: rough typical values, silicide on n+ silicon ----------
W, d, Rs = 300.0, 50.0, 150.0
r_cm = 2e-9
r = r_cm * CM2
depth = 20.0             # nm, conducting layer
R_metal = 0.5            # ohm per square
shift = 10.0             # nm, misalignment along x and along y
current = 10e-6          # A
temperature = 300.0      # K
mobility = 100.0         # cm^2/Vs
mass_ratio, eps_r, valleys = 0.3, 11.7, 6
kappa = 50.0             # W/(m K), reduced from the bulk by doping
gaps = (d, d, d, d)

# ---------- solver against the analytic straight strip ----------
r_strip = Rs * (W / 3) ** 2
strip = kelvin(W, (0, 0, 0, 0), Rs, r_strip, tap="right", growth=1.1)
LT_strip = np.sqrt(r_strip / Rs)
R_end = np.sqrt(Rs * r_strip) / (W * np.sinh(W / LT_strip))
assert abs(strip["RK"] / R_end - 1) < 5e-3  # mesh error
assert strip["flow"] < 0  # sign depends on the tap position

# ---------- main case, convergence, current conservation ----------
main = kelvin(W, gaps, Rs, r)
fine = kelvin(W, gaps, Rs, r, growth=1.1)
floor = kelvin(W, gaps, Rs, 0.0)
floor_fine = kelvin(W, gaps, Rs, 0.0, growth=1.1)
assert abs(main["RK"] / fine["RK"] - 1) < 1e-2
assert abs(floor["RK"] / floor_fine["RK"] - 1) < 1e-2
main, floor = fine, floor_fine
R0 = floor["RK"]
assert abs(main["mean"] * main["area"] / r - 1) < 1e-6
assert R0 > 0 and main["RK"] > R0 and main["flow"] > 0

# ---------- reciprocity derivative against finite difference ----------
step = 0.01 * r
up = kelvin(W, gaps, Rs, r + step)
down = kelvin(W, gaps, Rs, r - step)
middle = kelvin(W, gaps, Rs, r)
slope_fd = (up["RK"] - down["RK"]) / (2 * step)
assert abs(slope_fd / middle["slope"] - 1) < 1e-3

# ---------- conformal coefficient against the full geometry ----------
K_int = quad(lambda p: np.sqrt(np.sin(p)), 0, np.pi / 2)[0]
c_map = np.pi / (2 * K_int ** 2)
ratios = {}
for n in (10, 40, 80):
    g = W / n
    val = kelvin(W, (g, g, g, g), Rs, 0.0, growth=1.15)["RK"]
    ratios[n] = val / (Rs / n ** 2)
c_limit = 2 * ratios[80] - ratios[40]  # removes a term linear in d/W
assert abs(c_limit / c_map - 1) < 1e-2  # mesh and higher orders

# ---------- cause: block the path around the corner ----------
blocked = kelvin(W, gaps, Rs, 0.0, cut=True)["RK"]
assert abs(blocked) < 0.01 * R0

# ---------- sign and floor over gaps and contact resistivities ----------
for g in (10.0, 50.0, 100.0):
    base = kelvin(W, (g, g, g, g), Rs, 0.0)["RK"]
    for rc in (1e-10, 1e-9, 1e-7):
        case = kelvin(W, (g, g, g, g), Rs, rc * CM2)
        assert case["flow"] > 0 and case["RK"] > base > 0
scan = [(rc, kelvin(W, gaps, Rs, rc * CM2))
        for rc in (1e-10, 1e-9, 1e-8, 1e-7)]
full_width = kelvin(W, (0, 0, 0, 0), Rs, r)

# ---------- neglected effects ----------
b = Rs * depth ** 2 / r
a = brentq(lambda q: q * np.tan(q) - b, 1e-3, 1.5)
r_deep = r + Rs * depth ** 2 / 3
assert abs((depth / a) ** 2 / (r_deep / Rs) - 1) < 1e-2
deep_shift = kelvin(W, gaps, Rs, r_deep)["RK"] - middle["RK"]
far = kelvin(W, gaps, Rs, 1e-6 * CM2)
metal_shift = R_metal * far["flow"] / Rs
p, m = d + shift, d - shift
away = kelvin(W, (p, m, m, p), Rs, r)["RK"]    # away from both arms
toward = kelvin(W, (m, p, p, m), Rs, r)["RK"]  # toward both arms
kT = const.k * temperature / const.e
V_int = current * main["u_max"]
heat = current ** 2 * main["R_source"] / (2 * kappa * W * 1e-9)
resistivity = Rs * depth * 1e-9  # ohm m
n_el = 1 / (const.e * resistivity * mobility * 1e-4)
kF = (3 * np.pi ** 2 * n_el / valleys) ** (1 / 3)
m_eff = mass_ratio * const.m_e
E_F = (const.hbar * kF) ** 2 / (2 * m_eff) / const.e
E00 = const.hbar / 2 * np.sqrt(n_el / (m_eff * eps_r * const.epsilon_0))
path = const.hbar * kF * mobility * 1e-4 / const.e * 1e9

A_cm = main["area"] / CM2
apparent = main["RK"] * A_cm
print(f"tap width W = {W:.0f} nm, gap d = {d:.0f} nm")
print(f"contact side = {W - 2 * d:.0f} nm, area A = {A_cm:.2e} cm2")
print(f"sheet resistance Rs = {Rs:.0f} ohm per square")
print(f"true contact resistivity r = {r_cm:.2e} ohm cm2")
print(f"transfer length sqrt(r/Rs) = {np.sqrt(r / Rs):.1f} nm")
print(f"r/A = {r / main['area']:.2f} ohm")
print(f"Kelvin resistance R_K = {main['RK']:.2f} ohm")
print(f"sheet contribution R_flow = {main['flow']:.2f} ohm")
au = const.hbar / const.e ** 2
print(f"R_flow in atomic units = {main['flow'] / au:.2e} hbar/e^2")
print(f"apparent resistivity R_K A = {apparent:.2e} ohm cm2")
print(f"apparent / true = {apparent / r_cm:.2f}")
print(f"floor R_0 (r -> 0) = {R0:.2f} ohm")
print(f"floor times area R_0 A = {R0 * A_cm:.2e} ohm cm2")
print(f"(R_K - R_0) A = {(main['RK'] - R0) * A_cm:.2e} ohm cm2")
print(f"corner integral K = {K_int:.5f}")
print(f"coefficient c from the map = {c_map:.4f}")
for n, value in ratios.items():
    print(f"R_0 W^2/(Rs d^2) at d/W = 1/{n}: {value:.3f}")
print(f"extrapolated to d/W = 0: {c_limit:.3f}")
print(f"small-gap formula, example = {c_map * Rs * (d / W)**2:.2f} ohm")
print(f"floor with corner path cut = {blocked:.1e} ohm")
for rc, case in scan:
    print(f"r = {rc:.0e} ohm cm2: r/A = {rc * CM2 / case['area']:.3f}, "
          f"R_K = {case['RK']:.3f}, R_flow = {case['flow']:.3f} ohm")
print(f"full-width contact, same r: R_flow = {full_width['flow']:.3f} ohm")
print(f"straight strip: r = {r_strip / CM2:.2e} ohm cm2")
print(f"  r/A = {r_strip / strip['area']:.2f} ohm")
print(f"  R_K solver = {strip['RK']:.2f}, formula = {R_end:.2f} ohm")
print(f"dR_K/dr: overlap = {middle['slope'] * CM2:.3e} cm^-2")
print(f"dR_K/dr: difference = {slope_fd * CM2:.3e} cm^-2")
print(f"1/A = {1 / A_cm:.3e} cm^-2")
print(f"layer depth = {depth:.0f} nm: R_K shift = {deep_shift:+.2f} ohm")
print(f"metal sheet = {R_metal:.1f} ohm per square: "
      f"R_K shift about {metal_shift:.3f} ohm")
print(f"contact {shift:.0f} nm off in x and y, away from both arms: "
      f"R_K = {away:.2f} ohm")
print(f"same shift toward both arms: R_K = {toward:.2f} ohm")
print(f"test current = {current * 1e6:.0f} uA at {temperature:.0f} K")
print(f"largest interface voltage = {V_int * 1e3:.3f} mV")
print(f"thermal voltage = {kT * 1e3:.1f} mV")
print(f"thermal conductivity = {kappa:.0f} W/(m K), heating = {heat:.1e} K")
print(f"mobility = {mobility:.0f} cm2/Vs, density = {n_el / 1e6:.2e} cm-3")
print(f"mass = {mass_ratio} m_e, permittivity = {eps_r}, valleys = {valleys}")
print(f"Fermi energy = {E_F:.3f} eV")
print(f"tunnelling energy E00 = {E00:.3f} eV")
print(f"mean free path = {path:.1f} nm")
print("all assertions hold")
```

It prints:

```
tap width W = 300 nm, gap d = 50 nm
contact side = 200 nm, area A = 4.00e-10 cm2
sheet resistance Rs = 150 ohm per square
true contact resistivity r = 2.00e-09 ohm cm2
transfer length sqrt(r/Rs) = 36.5 nm
r/A = 5.00 ohm
Kelvin resistance R_K = 14.05 ohm
sheet contribution R_flow = 9.05 ohm
R_flow in atomic units = 2.20e-03 hbar/e^2
apparent resistivity R_K A = 5.62e-09 ohm cm2
apparent / true = 2.81
floor R_0 (r -> 0) = 4.69 ohm
floor times area R_0 A = 1.88e-09 ohm cm2
(R_K - R_0) A = 3.74e-09 ohm cm2
corner integral K = 1.19814
coefficient c from the map = 1.0942
R_0 W^2/(Rs d^2) at d/W = 1/10: 1.105
R_0 W^2/(Rs d^2) at d/W = 1/40: 1.095
R_0 W^2/(Rs d^2) at d/W = 1/80: 1.094
extrapolated to d/W = 0: 1.094
small-gap formula, example = 4.56 ohm
floor with corner path cut = 2.4e-06 ohm
r = 1e-10 ohm cm2: r/A = 0.250, R_K = 6.327, R_flow = 6.077 ohm
r = 1e-09 ohm cm2: r/A = 2.500, R_K = 10.719, R_flow = 8.219 ohm
r = 1e-08 ohm cm2: r/A = 25.000, R_K = 35.601, R_flow = 10.601 ohm
r = 1e-07 ohm cm2: r/A = 250.000, R_K = 261.364, R_flow = 11.364 ohm
full-width contact, same r: R_flow = 0.139 ohm
straight strip: r = 1.50e-08 ohm cm2
  r/A = 16.67 ohm
  R_K solver = 4.99, formula = 4.99 ohm
dR_K/dr: overlap = 3.090e+09 cm^-2
dR_K/dr: difference = 3.090e+09 cm^-2
1/A = 2.500e+09 cm^-2
layer depth = 20 nm: R_K shift = +0.61 ohm
metal sheet = 0.5 ohm per square: R_K shift about 0.038 ohm
contact 10 nm off in x and y, away from both arms: R_K = 17.22 ohm
same shift toward both arms: R_K = 11.21 ohm
test current = 10 uA at 300 K
largest interface voltage = 0.252 mV
thermal voltage = 25.9 mV
thermal conductivity = 50 W/(m K), heating = 1.2e-03 K
mobility = 100 cm2/Vs, density = 2.08e+20 cm-3
mass = 0.3 m_e, permittivity = 11.7, valleys = 6
Fermi energy = 0.129 eV
tunnelling energy E00 = 0.143 eV
mean free path = 6.6 nm
all assertions hold
```
